# Interface stress in multilayers from substrate curvature and diffraction: verification in Python

```python
"""
Result under test: for A/B multilayers of fixed total thickness H, the
Stoney force minus the diffraction layer forces is linear in the number N
of internal interfaces, with slope f_mean * (1 + H/substrate thickness).
f_mean is the mean of the B-on-A and A-on-B interface stresses (N/m).
Tension is positive. Curvature is positive if the coated face is concave.
Layers are cubic with a [111] fibre axis; h is the single-layer thickness.
M is a biaxial modulus; C11, C12, C44 are cubic stiffnesses. SI units inside.
The forward model minimises the elastic energy of the complete stack and
projects the full strain tensor; the extraction uses only measurable data.
All parameters are round model values.
"""
import numpy as np

GPA, NM = 1e9, 1e-9
SUB_H, SUB_M = 200e-6, 180 * GPA
FILM_H = 400 * NM
CA = np.array([120., 90., 45.]) * GPA
CB = np.array([250., 150., 120.]) * GPA
A0, B0 = 0.41 * NM, 0.35 * NM
BASE_A, BASE_B = 0.5e-3, 1.0e-3       # thickness-independent layer strains
COH = 0.01 * NM                      # coherency strain is COH / h
F_BA, F_AB = 1.3, 0.7                # B grown on A, A grown on B
F_FRONT, F_BACK, F_SUBFILM, F_TOP = 1.0, 0.8, 0.5, 1.5
U_KAPPA, U_FLOOR, PEAK_FRACTION = 2e-4, 2e-5, 1 / 500
LEVER = 1 + FILM_H / SUB_H
STONEY = SUB_M * SUB_H**2 / 6

AXIS = np.ones(3) / np.sqrt(3)
NORMAL_PROJ = np.outer(AXIS, AXIS)
PLANE_PROJ = np.eye(3) - NORMAL_PROJ
HKL = np.array([[1, 1, 1], [2, 1, 1], [3, 1, 1], [1, 1, 0],
                [1, 0, 0], [3, 1, -1], [1, 1, -1]], float)
G = HKL / np.linalg.norm(HKL, axis=1)[:, None]
X = 1 - (G @ AXIS)**2                # sin^2 of tilt from the film normal
XC = X - X.mean()
SXX = np.sum(XC**2)


def cubic_stress(strain, c):
    return (c[1] * np.trace(strain) * np.eye(3) + 2 * c[2] * strain
            + (c[0] - c[1] - 2 * c[2]) * np.diag(np.diag(strain)))


def film_elasticity(c):
    """Normal/in-plane strain ratio and biaxial modulus from the tensor."""
    ratio = -(AXIS @ cubic_stress(PLANE_PROJ, c) @ AXIS) / (
        AXIS @ cubic_stress(NORMAL_PROJ, c) @ AXIS)
    t = np.array([1., -1., 0.]) / np.sqrt(2)
    modulus = t @ cubic_stress(PLANE_PROJ + ratio * NORMAL_PROJ, c) @ t
    return ratio, modulus


RATIO_A, MA = film_elasticity(CA)
RATIO_B, MB = film_elasticity(CB)


def bend(layers, lines):
    """Stationary point of sum M int (strain-e)^2 dz + 2 sum f strain."""
    mat, rhs = np.zeros((2, 2)), np.zeros(2)
    for lo, hi, modulus, eigen in layers:
        i0 = hi - lo
        i1 = (hi**2 - lo**2) / (2 * SUB_H)
        i2 = (hi**3 - lo**3) / (3 * SUB_H**2)
        mat += modulus * np.array([[i0, -i1], [i1, -i2]])
        rhs += modulus * eigen * np.array([i0, i1])
    for z, force in lines:
        rhs -= force * np.array([1., z / SUB_H])
    mid_strain, scaled = np.linalg.solve(mat, rhs)
    return mid_strain, scaled / SUB_H


def specimen(n, h, fba=F_BA, fab=F_AB, mix=0., excess=0., thermal=0.):
    """Curvature change and mean elastic in-plane strains of A and B."""
    want = (BASE_A - COH / h, BASE_B + COH / h)
    mods = (MA, MB)
    face = SUB_H / 2
    substrate = [(-face, face, SUB_M, 0.)]
    layers = list(substrate)
    lines = [(-face, F_BACK), (face, F_SUBFILM), (face + 2*n*h, F_TOP)]
    for j in range(2 * n):
        lo = face + j * h + (mix / 2 if j > 0 else 0.)
        hi = face + (j + 1) * h - (mix / 2 if j < 2*n - 1 else 0.)
        layers.append((lo, hi, mods[j % 2], -want[j % 2] + thermal))
        if j < 2*n - 1:
            z = face + (j + 1) * h
            lines.append((z, fba if j % 2 == 0 else fab))
            if mix:
                mm = (MA + MB) / 2
                target = (MA * want[0] + MB * want[1]) / 2 + excess
                layers.append((z - mix/2, z + mix/2, mm, -target / mm))
    eps0, kappa = bend(layers, lines)
    bare = bend(substrate, [(-face, F_BACK), (face, F_FRONT)])[1]
    za, zb = face + n*h - h/2, face + n*h + h/2
    strain_a = eps0 - kappa * za + want[0] - thermal
    strain_b = eps0 - kappa * zb + want[1] - thermal
    return kappa - bare, strain_a, strain_b


def lattice_readings(parallel, ratio, a0, finite=False):
    strain = parallel * (PLANE_PROJ + ratio * NORMAL_PROJ)
    if finite:
        inverse = np.linalg.inv(np.eye(3) + strain)
        return a0 / np.linalg.norm(G @ inverse, axis=1)
    return a0 * (1 + np.einsum('ij,jk,ik->i', G, strain, G))


def strain_free_x(c):
    return 2/3 - 4 * c[2] / (3 * (c[0] + 2*c[1]))


def diffraction_stress(a, c, c44_scale=1.):
    slope = a @ XC / SXX
    unstrained = a.mean(axis=-1) + slope * (strain_free_x(c) - X.mean())
    return 2 * c[2] * c44_scale * slope / unstrained


def extract(kappa, aa, ab, n, h, scale_a=1., scale_b=1., scale_s=1., dh=0.):
    stoney = STONEY * scale_s * kappa
    sa = diffraction_stress(aa, CA, scale_a)
    sb = diffraction_stress(ab, CB, scale_b)
    height = 2 * n * h
    layer_force = (sa * n * (h + dh) * (1 + (height - h) / SUB_H)
                   + sb * n * (h - dh) * (1 + (height + h) / SUB_H))
    return stoney, sa, sb, layer_force, stoney - layer_force


def peak_error(h, a0):
    return np.hypot(U_FLOOR, PEAK_FRACTION * a0 / np.sqrt(3) / h)


def remainder_error(n, h):
    ua = n*h * 2*CA[2] * peak_error(h, A0) / np.sqrt(SXX)
    ub = n*h * 2*CB[2] * peak_error(h, B0) / np.sqrt(SXX)
    return np.sqrt((STONEY * U_KAPPA)**2 + ua**2 + ub**2)


def line_fit(x, y, u):
    w = 1 / u**2
    center = np.sum(w * x) / np.sum(w)
    spread = np.sum(w * (x - center)**2)
    slope = (w * (x - center)) @ y / spread
    intercept = w @ y / np.sum(w) - slope * center
    return slope, intercept, 1 / np.sqrt(spread)


def survey(counts, thicknesses, finite=False, stack=None, analysis=None,
           curvature_thermal=0.):
    rows = []
    for n, h in zip(counts, thicknesses):
        kappa, ea, eb = specimen(n, h, **(stack or {}))
        if curvature_thermal:
            kappa = specimen(n, h, thermal=curvature_thermal)[0]
        aa = lattice_readings(ea, RATIO_A, A0, finite)
        ab = lattice_readings(eb, RATIO_B, B0, finite)
        rows.append(extract(kappa, aa, ab, n, h, **(analysis or {})))
    return np.array(rows)


counts = np.array([4, 5, 8, 10, 20, 40])
thick = FILM_H / (2 * counts)
N = 2 * counts - 1
errors = np.array([remainder_error(n, h) for n, h in zip(counts, thick)])

# Elastic relations against direct tensor algebra, both materials.
for c, ratio, modulus in ((CA, RATIO_A, MA), (CB, RATIO_B, MB)):
    assert np.isclose(modulus, 2 * c[2] * (1 - ratio), rtol=1e-12)
    assert np.isclose(strain_free_x(c), -ratio / (1 - ratio), rtol=1e-12)
    reading = lattice_readings(1e-3, ratio, 1.)
    line = 1 + 1e-3 * (ratio + (1 - ratio) * X)
    assert np.allclose(reading, line, atol=1e-14)

# Full recovery of slope and intercept from noise-free synthetic data.
clean = survey(counts, thick)
slope0, intercept0, u_slope = line_fit(N, clean[:, 4], errors)
f_clean = slope0 / LEVER
f_true = (F_BA + F_AB) / 2
intercept_true = (F_SUBFILM + F_TOP * (1 + 2*FILM_H/SUB_H) - F_FRONT
                  + (F_BA - F_AB) / 2 * LEVER)
assert abs(f_clean - f_true) < 1e-6
assert abs(intercept0 - intercept_true) < 1e-5
naive = line_fit(N, clean[:, 0], errors)[0]
layer_slope = line_fit(N, clean[:, 3], errors)[0]
assert abs(naive - f_true) > 0.5


def shift(**kwargs):
    values = survey(counts, thick, **kwargs)[:, 4]
    s, b, _ = line_fit(N, values, errors)
    return (s - slope0) / LEVER, b - intercept0


# Shared calibration error, compared with the coherency-stress prediction.
eta = 0.02
bias_b = shift(analysis={'scale_b': 1 + eta})[0]
bias_a = shift(analysis={'scale_a': 1 + eta})[0]
bias_s = shift(analysis={'scale_s': 1.01})[0]
predicted_b = -eta * MB * COH / 2
assert abs(bias_b / predicted_b - 1) < 0.02  # small bending strain omitted
systematic = np.sqrt(bias_a**2 + bias_b**2 + bias_s**2)

# The same modulus error at fixed 20 nm period.
pc = np.array([5, 10, 20, 40])
ph = np.full(len(pc), 10 * NM)
pu = np.array([remainder_error(n, h) for n, h in zip(pc, ph)])
pr = survey(pc, ph)[:, 4]
pb = survey(pc, ph, analysis={'scale_b': 1 + eta})[:, 4]
period_bias = line_fit(2*pc - 1, pb - pr, pu)[0]
period_prediction = -eta * 10*NM * MB * (BASE_B + COH/(10*NM)) / 2
assert abs(period_bias / period_prediction - 1) < 0.06  # bending strain
assert abs(period_bias) > 1.5 * abs(bias_b)

# Mixed zones imitate an interface stress even when the true one is zero.
mix_t, mix_excess = 0.5 * NM, -1.0 * GPA
mixed = survey(counts, thick, stack={'fba': 0., 'fab': 0.,
                                     'mix': mix_t, 'excess': mix_excess})
mixed_f = line_fit(N, mixed[:, 4], errors)[0] / LEVER
assert abs(mixed_f - mix_t * mix_excess) < 1e-3

# Curvature taken 1 K warmer than diffraction; expansion mismatch 1e-5/K.
thermal_strain = 1e-5
thermal_slope, thermal_intercept = shift(curvature_thermal=thermal_strain)
thermal_prediction = -(MA + MB) / 2 * thermal_strain * FILM_H
assert abs(thermal_intercept / thermal_prediction - 1) < 0.02
assert abs(thermal_slope) < 1e-3

# Repeated noisy experiments, analysed from raw readings.
rng = np.random.default_rng(731)
trials = 4000
noisy = []
for n, h in zip(counts, thick):
    kappa, ea, eb = specimen(n, h)
    k = kappa + U_KAPPA * rng.normal(size=trials)
    aa = lattice_readings(ea, RATIO_A, A0) * (
        1 + peak_error(h, A0) * rng.normal(size=(trials, len(X))))
    ab = lattice_readings(eb, RATIO_B, B0) * (
        1 + peak_error(h, B0) * rng.normal(size=(trials, len(X))))
    noisy.append(np.array([k, *extract(k, aa, ab, n, h)]))
noisy = np.array(noisy)
mc_slopes, _, _ = line_fit(N, noisy[:, 5, :], errors)
mc_f = mc_slopes / LEVER
u_f = u_slope / LEVER
assert abs(mc_f.std(ddof=1) / u_f - 1) < 0.05
assert abs(mc_f.mean() - f_true) < 4 * u_f / np.sqrt(trials)

example = noisy[:, :, 0]
ex_slope, ex_intercept, _ = line_fit(N, example[:, 5], errors)
ex_f = ex_slope / LEVER
chi2 = np.sum(((example[:, 5] - ex_intercept - ex_slope*N) / errors)**2)
w = 1 / errors**2
nbar = np.sum(w * N) / np.sum(w)
u_intercept = np.sqrt(1/np.sum(w) + nbar**2 * u_slope**2)

finite_shift = shift(finite=True)[0]
partition_shift = shift(analysis={'dh': 0.05 * NM})[0]
plain_force = []
for n, h, row in zip(counts, thick, clean):
    plain_force.append(row[0] - n*h*(row[1] + row[2]))
plain_slope, plain_intercept, _ = line_fit(N, np.array(plain_force), errors)
radius = 5e-3
kmax = clean[-1, 0] / STONEY
deflection = kmax * radius**2 / 2
da, db = A0 / np.sqrt(3), B0 / np.sqrt(3)
resolution_h = da * db / (da - db)
interface_modulus = 10.0
elastic_change = interface_modulus * COH / thick.min()

print(f"Substrate: thickness {SUB_H*1e6:.0f} um, M {SUB_M/GPA:.0f} GPa")
print(f"Film thickness {FILM_H/NM:.0f} nm; lever factor {LEVER:.4f}")
print(f"Stoney force per curvature {STONEY:.1f} N")
for name, c, mod, a0 in (("A", CA, MA, A0), ("B", CB, MB, B0)):
    print(f"{name}: C11,C12,C44 = {c[0]/GPA:.0f},{c[1]/GPA:.0f},"
          f"{c[2]/GPA:.0f} GPa; M {mod/GPA:.2f} GPa; a0 {a0/NM:.2f} nm")
    print(f"{name}: strain-free sin^2(tilt) {strain_free_x(c):.4f}")
print(f"Base strains A,B: {BASE_A:.4f}, {BASE_B:.4f}")
print(f"Coherency strain times h: {COH/NM:.3f} nm (A minus, B plus)")
print(f"Input interface stresses BA,AB: {F_BA:.2f}, {F_AB:.2f} N/m")
print(f"Outer stresses bare front,back,sub/film,top: {F_FRONT:.1f}, "
      f"{F_BACK:.1f}, {F_SUBFILM:.1f}, {F_TOP:.1f} N/m")
print(f"Curvature error {U_KAPPA:.1e} 1/m; strain floor {U_FLOOR:.1e}")
print(f"Peak centroid error / peak width: {PEAK_FRACTION:.4f}")
print("sin^2(tilt) readings:", " ".join(f"{x:.4f}" for x in X))
print("Noisy data: N, h nm, curvature 1/m, S N/m, stress A,B MPa,")
print("  layer force N/m, remainder N/m, remainder error N/m")
for j in range(len(N)):
    k, s, sa, sb, fl, r = example[j]
    print(f"  {N[j]:2d} {thick[j]/NM:5.1f} {k:.5f} {s:7.2f} {sa/1e6:7.1f} "
          f"{sb/1e6:7.1f} {fl:7.2f} {r:6.2f} {errors[j]:.2f}")
print(f"Fitted raw slope {ex_slope:.4f} N/m per interface")
print(f"Extracted mean interface stress {ex_f:.3f} +/- {u_f:.3f} N/m")
print(f"Fitted intercept {ex_intercept:.2f} +/- {u_intercept:.2f} N/m")
print(f"Chi-squared {chi2:.2f} for {len(N)-2} degrees of freedom")
print(f"Noise-free recovered stress {f_clean:.6f} N/m; input {f_true:.6f}")
print(f"Noise-free intercept {intercept0:.4f} N/m")
print(f"Slope of S without layer subtraction {naive:.3f} N/m")
print(f"Slope of layer force {layer_slope:.3f} N/m")
print(f"Repeated experiments: mean {mc_f.mean():.4f}, "
      f"standard deviation {mc_f.std(ddof=1):.4f} N/m ({trials} trials)")
print(f"Bias, C44 of A +2%: {bias_a:+.4f} N/m")
print(f"Bias, C44 of B +2%: {bias_b:+.4f}; formula {predicted_b:+.4f} N/m")
print(f"Bias, substrate modulus +1%: {bias_s:+.4f} N/m")
print(f"Quadrature sum of these three biases {systematic:.4f} N/m")
print(f"Fixed 20 nm period, C44 of B +2%: slope bias {period_bias:+.4f}; "
      f"formula {period_prediction:+.4f} N/m")
print(f"Mixed zone {mix_t/NM:.1f} nm, excess {mix_excess/GPA:.1f} GPa: "
      f"false stress {mixed_f:+.4f} N/m")
print(f"Mixed-zone extra eigenstrain {-mix_excess/((MA+MB)/2):.5f}")
print(f"1 K offset, mismatch 1e-5/K: intercept {thermal_intercept:+.3f}, "
      f"stress {thermal_slope:+.5f} N/m")
print(f"A +0.05 nm, B -0.05 nm per layer: {partition_shift:+.4f} N/m")
print(f"Finite-strain lattice geometry: {finite_shift:+.5f} N/m")
print(f"Omitting all levers: slope {plain_slope-f_true:+.5f}, "
      f"intercept {plain_intercept-intercept0:+.4f} N/m")
print(f"Interface modulus {interface_modulus:.0f} N/m: "
      f"stress change at thinnest layer {elastic_change:.3f} N/m")
print(f"Specimen radius {radius*1e3:.0f} mm: deflection "
      f"{deflection*1e6:.2f} um; (deflection/thickness)^2 "
      f"{(deflection/SUB_H)**2:.2e}")
print(f"Large-deflection force scale "
      f"{clean[-1,0]*(deflection/SUB_H)**2:.4f} N/m")
print(f"Layer thickness where 111 peaks merge, rough: "
      f"{resolution_h/NM:.2f} nm")
print("success")
```

It prints:

```
Substrate: thickness 200 um, M 180 GPa
Film thickness 400 nm; lever factor 1.0020
Stoney force per curvature 1200.0 N
A: C11,C12,C44 = 120,90,45 GPa; M 168.75 GPa; a0 0.41 nm
A: strain-free sin^2(tilt) 0.4667
B: C11,C12,C44 = 250,150,120 GPa; M 384.47 GPa; a0 0.35 nm
B: strain-free sin^2(tilt) 0.3758
Base strains A,B: 0.0005, 0.0010
Coherency strain times h: 0.010 nm (A minus, B plus)
Input interface stresses BA,AB: 1.30, 0.70 N/m
Outer stresses bare front,back,sub/film,top: 1.0, 0.8, 0.5, 1.5 N/m
Curvature error 2.0e-04 1/m; strain floor 2.0e-05
Peak centroid error / peak width: 0.0020
sin^2(tilt) readings: -0.0000 0.1111 0.2424 0.3333 0.6667 0.7273 0.8889
Noisy data: N, h nm, curvature 1/m, S N/m, stress A,B MPa,
  layer force N/m, remainder N/m, remainder error N/m
   7  50.0 0.09131  109.57    46.8   457.5  101.07   8.49 1.36
   9  40.0 0.09490  113.88    39.2   476.8  103.41  10.47 1.41
  15  25.0 0.10486  125.83    20.1   543.1  112.89  12.94 1.62
  19  20.0 0.11165  133.99    -0.8   566.1  113.30  20.69 1.80
  39  10.0 0.14598  175.18   -91.4   761.2  134.23  40.95 2.85
  79   5.0 0.21481  257.78  -253.1  1127.4  175.21  82.57 5.27
Fitted raw slope 1.0215 N/m per interface
Extracted mean interface stress 1.019 +/- 0.060 N/m
Fitted intercept 0.56 +/- 1.14 N/m
Chi-squared 4.12 for 4 degrees of freedom
Noise-free recovered stress 1.000000 N/m; input 1.000000
Noise-free intercept 1.3066 N/m
Slope of S without layer subtraction 2.057 N/m
Slope of layer force 1.055 N/m
Repeated experiments: mean 0.9996, standard deviation 0.0604 N/m (4000 trials)
Bias, C44 of A +2%: +0.0170 N/m
Bias, C44 of B +2%: -0.0381; formula -0.0384 N/m
Bias, substrate modulus +1%: +0.0205 N/m
Quadrature sum of these three biases 0.0465 N/m
Fixed 20 nm period, C44 of B +2%: slope bias -0.0759; formula -0.0769 N/m
Mixed zone 0.5 nm, excess -1.0 GPa: false stress -0.5000 N/m
Mixed-zone extra eigenstrain 0.00362
1 K offset, mismatch 1e-5/K: intercept -1.095, stress +0.00000 N/m
A +0.05 nm, B -0.05 nm per layer: +0.0321 N/m
Finite-strain lattice geometry: +0.00210 N/m
Omitting all levers: slope +0.00384, intercept +0.2068 N/m
Interface modulus 10 N/m: stress change at thinnest layer 0.020 N/m
Specimen radius 5 mm: deflection 2.68 um; (deflection/thickness)^2 1.80e-04
Large-deflection force scale 0.0464 N/m
Layer thickness where 111 peaks merge, rough: 1.38 nm
success
```
